# Why the Lorenz condition restricts states, not operators, in Feynman gauge

**Question.** In classical electrodynamics I use the Lorenz condition $\partial\cdot A=0$ all the time. If it and its time derivative vanish at one instant, it holds for ever, and the Feynman-gauge equations become Maxwell's equations. For the quantized field I would like to do the same: quantize all four components $A_\mu$ in Feynman gauge and then declare $\partial\cdot A=0$ as an equation between operators. Maxwell's equations would then be operator equations too. Yet I see the condition imposed on states instead, and only on half of the operator. Is that a matter of taste, or does my version fail? And if only states are restricted, does Gauss's law survive when charges are present?

**Answer.** Your version fails, because $\partial\cdot A$ is, up to a factor, the canonical momentum of $A_0$. An operator that has a nonzero commutator with another cannot be zero.

**The contradiction**

I use Gaussian atomic units ($\hbar=e=m_e=1$, $c\approx137$), $x^0=ct$ and metric $(+,-,-,-)$, with $A^\mu=(A_0,\mathbf A)$. Write

$$\chi\equiv\partial\cdot A=\frac1c\partial_tA_0+\nabla\cdot\mathbf A,\qquad \mathbf E=-\nabla A_0-\frac1c\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

The Lagrangian density with gauge parameter $\xi$ is

$$\mathcal L=\frac{E^2-B^2}{8\pi}-\frac{\chi^2}{8\pi\xi}-\rho A_0+\frac1c\,\mathbf j\cdot\mathbf A ,$$

and Feynman gauge is $\xi=1$. Neither $\mathbf E$ nor $\mathbf B$ contains $\partial_tA_0$, and the coupling to charges contains no time derivative of the potentials. The momentum of $A_0$ therefore comes from the $\chi^2$ term alone:

$$\pi^0=\frac{\partial\mathcal L}{\partial(\partial_tA_0)}=-\frac{2\chi}{8\pi\xi}\,\frac1c=-\frac{\chi}{4\pi c\,\xi}.$$

Insert this into the equal-time rule $[A_0(\mathbf x),\pi^0(\mathbf y)]=i\delta^3(\mathbf x-\mathbf y)$, multiply by $-4\pi c\,\xi$, and reverse the order of the commutator, which changes the sign:

$$[\chi(\mathbf x),A_0(\mathbf y)]=4\pi i c\,\xi\,\delta^3(\mathbf x-\mathbf y).$$

At $\xi=1$, setting $\chi=0$ turns this into $0=4\pi i c\,\delta^3(\mathbf x-\mathbf y)$.

The classical procedure escapes because it selects some solutions of the equations of motion. The Poisson bracket of $\chi$ with $A_0$ is also nonzero, but it is computed on the full phase space, before the selection. In quantum theory the counterpart of selecting solutions is selecting states.

**What can be selected consistently**

A condition on states must survive in time, so we need the equation of motion of $\chi$. Varying $A_0$ and $\mathbf A$ gives

$$\nabla\cdot\mathbf E+\frac{1}{\xi c}\partial_t\chi=4\pi\rho,\qquad
\nabla\times\mathbf B-\frac1c\partial_t\mathbf E-\frac1\xi\nabla\chi=\frac{4\pi}{c}\mathbf j .$$

Apply $(1/c)\partial_t$ to the first, take the divergence of the second, and add. The terms in $\mathbf E$ cancel and $\nabla\cdot(\nabla\times\mathbf B)=0$, so

$$\frac1\xi\left(\frac{1}{c^2}\partial_t^2-\nabla^2\right)\chi=\frac{4\pi}{c}\left(\partial_t\rho+\nabla\cdot\mathbf j\right)=0$$

for a conserved current. Thus $\chi$ is a free field even when charges are present. Its Fourier components with $k\neq0$ split into a part $\chi^{(+)}$ with time factors $e^{-i\omega t}$ and its adjoint $\chi^{(-)}$, and the split does not change in time. In a periodic box the uniform component has $\omega=0$ and no such split; it is left out here. The condition is

$$\chi^{(+)}|\psi\rangle=0 .$$

For two such states, $\langle\phi|\chi|\psi\rangle=0$: $\chi^{(+)}$ annihilates the ket, and $\chi^{(-)}$ annihilates the bra. Taking matrix elements of the field equations then removes the $\chi$ terms. Maxwell's equations hold between physical states, though not as operator equations.

**One mode, worked out**

Take $\xi=1$, no charges for now, and a periodic box of volume $V$ with one standing mode:

$$A_0=q_0\cos kz,\qquad A_z=q_3\sin kz,\qquad \omega=ck .$$

Then $E_z=(kq_0-\dot q_3/c)\sin kz$, and $\chi=\Lambda\cos kz$ with $\Lambda=\dot q_0/c+kq_3$. There is no magnetic field. Since $\cos^2kz$ and $\sin^2kz$ each integrate to $V/2$, the mode Lagrangian is

$$\frac{V}{16\pi}\left[\left(kq_0-\frac{\dot q_3}{c}\right)^2-\left(\frac{\dot q_0}{c}+kq_3\right)^2\right].$$

The cross terms add up to $-(2k/c)\,d(q_0q_3)/dt$ inside the bracket. This total derivative shifts the momenta by functions of the coordinates and leaves the commutators of coordinates with velocities unchanged. With $\alpha=Vk/8\pi c$ it shifts $p_0$ by $-\alpha q_3$ and $p_3$ by $-\alpha q_0$, so $[\dot q_0,\dot q_3]\propto[p_0+\alpha q_3,\,p_3+\alpha q_0]=-i\alpha+i\alpha=0$, and the two velocities commute with or without it. Without it the Lagrangian is

$$\frac M2\left(\dot q_3^2-\omega^2q_3^2\right)-\frac M2\left(\dot q_0^2-\omega^2q_0^2\right),\qquad M=\frac{V}{8\pi c^2}.$$

The momenta are $M\dot q_3$ and $-M\dot q_0$, so $[q_3,\dot q_3]=i/M$ but $[q_0,\dot q_0]=-i/M$. At $t=0$ set

$$q_0=N(b+b^\ddagger),\quad \dot q_0=-i\omega N(b-b^\ddagger),\quad q_3=iN(l-l^\ddagger),\quad \dot q_3=\omega N(l+l^\ddagger),$$

$$N^2=\frac{1}{2M\omega}=\frac{4\pi c^2}{\omega V}.$$

Multiplying out gives $[q_0,\dot q_0]=2i\omega N^2[b,b^\ddagger]=(i/M)[b,b^\ddagger]$, and likewise $[q_3,\dot q_3]=(i/M)[l,l^\ddagger]$. Hence

$$[b,b^\ddagger]=-1,\qquad [l,l^\ddagger]=+1,$$

and $b,b^\ddagger$ commute with $l,l^\ddagger$. Choose the vacuum by $b|0\rangle=l|0\rangle=0$ and $\langle0|0\rangle=1$. A scalar quantum then has negative norm, $\langle0|bb^\ddagger|0\rangle=-1$, so $\ddagger$ is the adjoint for an indefinite inner product. With the constant dropped, the Hamiltonian is

$$H_0=\omega(l^\ddagger l-b^\ddagger b).$$

A scalar quantum has energy $+\omega$, because $-b^\ddagger b\,b^\ddagger|0\rangle=+b^\ddagger|0\rangle$. This choice of vacuum keeps the excitation energies positive at the price of negative norms.

Now insert the expansions into $\Lambda$, using $\omega/c=k$:

$$\Lambda=-iNk(b-b^\ddagger)+iNk(l-l^\ddagger)=-iNk(L-L^\ddagger),\qquad L=b-l .$$

Without charges $L(t)=Le^{-i\omega t}$, so the condition on states is $L|\psi\rangle=0$. Two commutators decide everything:

$$[L,L^\ddagger]=[b,b^\ddagger]+[l,l^\ddagger]=0,\qquad [L,b^\ddagger]=-1 .$$

The first says that $\Lambda$ commutes with itself at different times. The second, with $[L^\ddagger,b]=[b^\ddagger,b]=+1$, gives

$$[\Lambda,q_0]=-iN^2k\left([L,b^\ddagger]-[L^\ddagger,b]\right)=2iN^2k=\frac{8\pi i c}{V}.$$

This agrees with the local commutator. An amplitude is extracted from its field by $(2/V)\int d^3x\cos kz$, so projecting $4\pi ic\,\delta^3$ twice gives $(2/V)^2\,4\pi ic\,(V/2)=8\pi ic/V$.

**Which states are allowed**

At $n$ quanta write a state as $\sum_m a_m(b^\ddagger)^m(l^\ddagger)^{n-m}|0\rangle$. Here $b$ acts as minus a derivative with respect to $b^\ddagger$, and $l$ as plus a derivative with respect to $l^\ddagger$. The condition $L|\psi\rangle=0$ therefore reads

$$(m+1)a_{m+1}+(n-m)a_m=0,\qquad m=0,\dots,n-1 .$$

One coefficient fixes all the others, so there is one solution for each $n$, namely $(L^\ddagger)^n|0\rangle$. For $n\ge1$ its norm is $\langle0|L^n(L^\ddagger)^n|0\rangle=0$, because $L$ commutes through to the vacuum. For the same reason solutions with different $n$ are orthogonal. A physical superposition has norm $|c_0|^2$, where $c_0$ is its vacuum coefficient; no negative norms remain.

The longitudinal field has amplitude

$$kq_0-\frac{\dot q_3}{c}=Nk(b+b^\ddagger-l-l^\ddagger)=Nk(L+L^\ddagger),$$

and its matrix elements between physical states vanish, as Gauss's law requires without charge.

**How the commutator can be nonzero in such states**

It may look as though $\langle0|\Lambda|0\rangle=0$ still conflicts with $\langle0|[\Lambda,q_0]|0\rangle\neq0$. It does not, because $q_0$ leads out of the physical space: $q_0|0\rangle=Nb^\ddagger|0\rangle$, and $Lb^\ddagger|0\rangle=-|0\rangle$, which is not zero. The two orderings are

$$\langle0|\Lambda q_0|0\rangle=-iN^2k\,\langle0|Lb^\ddagger|0\rangle=iN^2k,$$

$$\langle0|q_0\Lambda|0\rangle=iN^2k\,\langle0|bL^\ddagger|0\rangle=-iN^2k,$$

and their difference is $2iN^2k$. Vanishing matrix elements of $\Lambda$ between physical states say nothing about $\Lambda$ acting on $q_0|0\rangle$.

**Why only half of the operator**

Suppose $\Lambda|\psi\rangle=0$ for some state on which the products with $q_0$ are defined. Since $\Lambda^\ddagger=\Lambda$, also $\langle\psi|\Lambda=0$, and

$$0=\langle\psi|[\Lambda,q_0]|\psi\rangle=\frac{8\pi ic}{V}\langle\psi|\psi\rangle .$$

So $\langle\psi|\psi\rangle=0$, and no state of nonzero norm qualifies. Even the vacuum fails: $\Lambda|0\rangle=iNkL^\ddagger|0\rangle$ is a nonzero vector, although its norm is zero. The full condition is therefore too strong for states of finite nonzero norm. It does have formal solutions, such as $\exp[-((b^\ddagger)^2-(l^\ddagger)^2)/2]\,|0\rangle$, but the norm of this one diverges, so the argument above does not apply to it and it cannot be normalized.

**Charges and Gauss's law**

Add a static charge density $\rho_0\cos kz$ with $\mathbf j=0$. Its total charge is zero, as a periodic box requires. The interaction energy is

$$\int\rho A_0\,d^3x=\frac V2\rho_0q_0=g(b+b^\ddagger),\qquad g=\frac{\rho_0VN}{2}.$$

With $H=H_0+g(b+b^\ddagger)$ and $[b^\ddagger,b]=1$, we find $[H,b]=-\omega b+g$ and $[H,l]=-\omega l$. Subtracting,

$$[H,L]=-\omega(L-\beta),\qquad \beta=\frac g\omega,$$

$$L(t)=\beta+(L-\beta)e^{-i\omega t}.$$

The source term commutes with $q_0$, so $\dot q_0$ and the expression for $\Lambda$ are unchanged. The real constant $\beta$ cancels in $L(t)-L^\ddagger(t)$, and $\chi^{(+)}$ is now proportional to $L-\beta$. The condition on states becomes

$$(L-\beta)|\psi\rangle=0 .$$

The old condition $L|\psi\rangle=0$ would give zero longitudinal field in the presence of charge, and it would not persist in time. The correct one gives, for a normalized state, the field amplitude

$$\langle Nk(L+L^\ddagger)\rangle=2Nk\beta=\frac{N^2k\rho_0V}{\omega}=\frac{4\pi c^2k\rho_0}{\omega^2}=\frac{4\pi\rho_0}{k}.$$

So $E_z=(4\pi\rho_0/k)\sin kz$ and $\partial_zE_z=4\pi\rho_0\cos kz$, which is Gauss's law.

For the energy, complete the square:

$$-\omega b^\ddagger b+g(b+b^\ddagger)=-\omega(b^\ddagger-\beta)(b-\beta)+\frac{g^2}{\omega}.$$

The state with $b|\psi\rangle=\beta|\psi\rangle$ and $l|\psi\rangle=0$ satisfies the condition and has energy

$$\frac{g^2}{\omega}=\frac{\rho_0^2V^2N^2}{4\omega}=\frac{\pi\rho_0^2V}{k^2}.$$

This equals the electrostatic energy $(V/2)(4\pi\rho_0/k)^2/8\pi$. The sign shows the scalar quanta at work. In second-order perturbation theory, which is tree-level exchange of one quantum, the energy denominator is $-\omega$ and the intermediate norm is $-1$, so the shift is $+g^2/\omega$. A positive-norm quantum with the same coupling would give $-g^2/\omega$.

**Numbers for a model box**

Take a cube of edge $1000$ Å, so $V=10^9$ Å$^3$, its lowest standing mode along $z$, and $\rho_0V=10$ elementary charges. These are round model values. Potentials are quoted as the energy of a unit positive charge. With $\hbar c=1973.27$ eV Å and $e^2=14.3996$ eV Å,

$$k=\frac{2\pi}{1000\ \text{Å}}=6.283\times10^{-3}\ \text{Å}^{-1},\qquad \hbar\omega=\hbar c\,k=12.398\ \text{eV},$$

$$N=\sqrt{\frac{4\pi e^2(\hbar c)^2}{\hbar\omega V}}=\sqrt{\frac{4\pi(14.3996)(1973.27)^2}{12.398\times10^9}}\ \text{eV}=0.2384\ \text{eV}.$$

The commutator that the operator identity would set to zero is

$$\frac{[\Lambda,q_0]}{i}=\frac{8\pi e^2\hbar c}{V}=\frac{8\pi(14.3996)(1973.27)}{10^9}\ \frac{\text{eV}^2}{\text{Å}}=7.141\times10^{-4}\ \frac{\text{eV}^2}{\text{Å}},$$

or $5.104\times10^{-7}$ hartree$^2$/bohr. The two ordered vacuum products, divided by $i$, are $+3.571\times10^{-4}$ and $-3.571\times10^{-4}$ eV$^2$/Å.

For the charge wave, $g=10(0.2384)/2=1.192$ eV and $\beta=1.192/12.398=0.09614$. With $Nk=1.498\times10^{-3}$ eV/Å, the field amplitude, as a force on a unit charge, is

$$2Nk\beta=2(1.498\times10^{-3})(0.09614)\ \text{eV/Å}=2.880\times10^{-4}\ \text{eV/Å},$$

and the energy is

$$\frac{g^2}{\hbar\omega}=\frac{(1.192)^2}{12.398}\ \text{eV}=0.1146\ \text{eV}=4.211\times10^{-3}\ \text{hartree}.$$

The numerical check obtains the same field and energy from a finite-difference solution of Poisson's equation, which involves no photons. It also recovers the commutator from the canonical equations of the original Lagrangian.

**Where the argument stops**

The commutator is proportional to $\xi$, so the prohibition covers Feynman gauge and every other finite $\xi\neq0$. Landau gauge, $\xi=0$, is different. To reach it, replace $-\chi^2/8\pi\xi$ by $-h\chi+2\pi\xi h^2$ with an extra field $h$. For $\xi\neq0$, varying $h$ gives $h=\chi/4\pi\xi$ and restores the original term. For $\xi=0$ it gives $\chi=0$ as an operator equation. There is no contradiction, because the momentum of $A_0$ is now $-h/c$, not a multiple of $\chi$. The difficulty has moved: Gauss's law reads $\nabla\cdot\mathbf E+(4\pi/c)\partial_th=4\pi\rho$, and it is $h$ that must be restricted on states.

So the choice is not one of taste. If you keep four canonical components in Feynman gauge, $\chi$ must remain a nonzero operator. The condition $\chi^{(+)}|\psi\rangle=0$ supplies what you wanted from the Lorenz condition: Maxwell's equations, with their charges, in all matrix elements between physical states.

## Values computed for the example and the checks

```
Box edge: 1000.0 angstrom
Box volume: 1.0000e+09 angstrom^3
Charge scale rho_0 V: 10.0 elementary charges
hbar c: 1973.2698 eV angstrom
e^2 (Gaussian): 14.39965 eV angstrom
Speed of light: 137.0360 atomic units
Wave number k: 6.283185e-03 1/angstrom
Mode energy omega: 12.39842 eV
Potential amplitude N: 0.238388 eV
N k: 1.497835e-03 eV/angstrom
Local coefficient 4 pi c: 3.57066e+05 eV^2 angstrom^2
[Lambda,q0]/i, formula: 7.141314e-04 eV^2/angstrom
[Lambda,q0]/i, canonical: 7.141314e-04 eV^2/angstrom
[Lambda,q0]/i, converted: 5.103615e-07 hartree^2/bohr
Commutator ratio xi=3 to xi=1: 3.000000
<0|Lambda q0|0>/i: 3.570657e-04 eV^2/angstrom
<0|q0 Lambda|0>/i: -3.570657e-04 eV^2/angstrom
Physical-state norms, 0 to 5 quanta: 1.0 0.0 0.0 0.0 0.0 0.0
Smallest singular value of Lambda/(N k), <=6 quanta: 0.80318
Source coupling g: 1.191939 eV
Displacement beta: 0.096136 (dimensionless)
Field amplitude from states: 2.879929e-04 eV/angstrom
Field amplitude from Poisson: 2.879870e-04 eV/angstrom
Energy from Fock matrix: 0.114589 eV
Energy from Poisson: 0.114591 eV
Coulomb energy converted: 4.211058e-03 hartree
```
